# Orbital momentum and g value of high-spin octahedral Co²⁺, part 1

(Sections cited here and not found follow in the later parts.)

A Co²⁺ ion surrounded by six equal ligands at the corners of a regular octahedron has seven 3d electrons. When the ligand field is weak enough to leave the ion high spin, which is the case treated here, three of them are unpaired. If the ligands quenched the orbital motion completely, the ion would behave in a magnetic field as a free spin $S=3/2$ with $g$ close to 2. At low temperature it behaves instead as a two-level system with a $g$ value of roughly 4.3 (a rough size only). The octahedral field leaves the orbital ground state threefold degenerate, orbital angular momentum survives inside that triplet, and spin-orbit coupling ties it to the spin. The questions are how much orbital momentum survives, with which sign, which level spin-orbit coupling then puts lowest, and what magnetic moment that level carries.

## Model and conventions

Angular momenta are in units of $\hbar$. Energies are in cm⁻¹, the unit suited to ligand-field spectra, and the main gap is also given in hartree. The seven electrons occupy five d orbitals with one common radial function $R_d(r)$, which gives $\binom{10}{7}=120$ determinants. On this space

$$H=H_C+V+H_{SO}+H_Z .$$

$H_C$ is the electron repulsion $\sum_{i<j}1/r_{ij}$. It is described by Slater integrals $F^k$, by the reduced integrals $F_2=F^2/49$ and $F_4=F^4/441$, or by the Racah parameters $B=F_2-5F_4$ and $C=35F_4$.

$V=\sum_i v_i$ is the octahedral field. The one-electron operator $v$ has the eigenvalue $-4Dq$ on the three $t_2$ orbitals $yz, zx, xy$ and $+6Dq$ on the two $e$ orbitals $x^2-y^2$, $3z^2-r^2$, with $Dq>0$. Its trace on the d shell is $3(-4)+2(6)=0$. All states have even parity, so the label g is dropped and the rotation group O of the octahedron is the symmetry group.

$H_{SO}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ with $\zeta>0$.

$H_Z=\mu_B\,\boldsymbol{\mathcal B}\cdot(\mathbf L+g_e\mathbf S)$, where $\boldsymbol{\mathcal B}$ is the magnetic field and $g_e>0$. The orbital moment is that of pure d functions, with no reduction by covalency.

For a threefold orbital space with a basis $|x\rangle,|y\rangle,|z\rangle$, the effective angular momentum $\mathbf l$ (without an electron index) is the set of matrices

$$(l_c)_{ab}=-i\,\epsilon_{cab}.$$

These are the matrices of true angular momentum on p functions. For instance $L_z=-i(x\partial_y-y\partial_x)$ gives $L_z x=iy$, so $\langle y|L_z|x\rangle=i=-i\epsilon_{zyx}$. They obey $[l_x,l_y]=il_z$ and $\mathbf l^2=2$.

If a projected vector operator has the form $\mathbf M=\alpha\,\mathbf l$, then $[M_x,M_y]=\alpha^2\, i l_z=i\alpha M_z$. This relation holds in any basis, so the sign of $\alpha$ is a property of the space and does not depend on phases. The $g$ value of a doublet is defined in the same way: the moment operator projected on the doublet equals $g\,\mathbf j$, with $\mathbf j$ obeying the commutation rules of a spin 1/2, and the Zeeman energies are $\pm\tfrac12 g\mu_B\mathcal B$.

## The theorem

**Assumptions.** (A1) The model above. (A2) High spin: at $\zeta=0$ the lowest level of $H_C+V$ is a spin quartet. (A3) $\zeta$ is small compared with every gap $\Delta$ from that level to another level of $H_C+V$. (A4) $\mu_B\mathcal B$ is small compared with $\zeta$.

**Theorem.** Define

$$R=\sqrt{225B^2+180B\,Dq+100Dq^2},\qquad \tan2\theta=\frac{8Dq}{15B+6Dq},\qquad \lambda=-\frac{\zeta}{3},$$

with $0\le 2\theta<\pi/2$. Then:

(a) The lowest quartet level of $H_C+V$ is the orbital triplet ${}^4T_1=\cos\theta\,|{}^4T_1(F)\rangle-\sin\theta\,|{}^4P\rangle$, and with $P$ its projector

$$P\mathbf LP=\alpha\,\mathbf l,\qquad \alpha=-\tfrac32\cos^2\theta+\sin^2\theta=-\tfrac32+\tfrac52\sin^2\theta .$$

(b) $\alpha$ rises monotonically from $-3/2$ at $Dq/B\to0$ to $-1$ at $Dq/B\to\infty$.

(c) To first order in $\zeta$ the twelve states split into levels $j=1/2,3/2,5/2$ of $\mathbf j=\mathbf l+\mathbf S$ with energies $\alpha\lambda\,(-\tfrac52,-1,+\tfrac32)$. Since $\alpha\lambda>0$, the doublet $j=1/2$ is lowest.

(d) At zeroth order in $\zeta/\Delta$ the doublet has the isotropic value

$$g_0=\tfrac53 g_e-\tfrac23\alpha ,$$

which for $g_e=2$ is $13/3$ at $\alpha=-3/2$ and $4$ at $\alpha=-1$.

(e) The correction of first order in $\zeta/\Delta$ is

$$\delta g=-\frac{15}{2}\cos^2\theta\,\frac{\lambda}{\Delta_2}-\frac{125}{6}\sin^2\theta\cos^2\theta\,\frac{\lambda}{R},$$

with $\Delta_2=2Dq-E_-$ and $E_-=\tfrac12(15B-6Dq-R)$. Both terms are positive.

The value $13/3$ is therefore a limit. It is reached for $g_e=2$, a pure ${}^4F$ parentage ($Dq\ll B$) and no admixture of higher levels by spin-orbit coupling ($\zeta\ll Dq$). Away from that limit the ${}^4P$ weight lowers $g$ and $\delta g$ raises it, so the same number can also occur by cancellation of the two. The value $\alpha=-1$ is a limit of the lowest quartet only, because (A2) fails at a finite $Dq/B$.

## The quartet space

**Lemma 1.** The quartet states of d⁷ form ten orbital states times four spin states. For $M_S=3/2$ the orbital states are the antisymmetric pairs of two spin-down electrons, and they form one $L=3$ and one $L=1$ multiplet.

*Proof.* At most five electrons have spin up, so the largest $M_S$ is $(5-2)/2=3/2$. A state with the largest possible $M_S$ is annihilated by $S_+$, so it has $S=3/2$. The spin-up shell is full, and the two spin-down electrons occupy two different orbitals $m\ne m'$, which gives $\binom52=10$ determinants $(m,m')$. The other spin components follow by applying $S_-$, which commutes with every spin-free operator, so such an operator has the same $10\times10$ matrix for every $M_S$.

Let $o$ be a spin-free one-electron operator. Its spin-up part $\sum o_{mm'}a^\dagger_{m\uparrow}a_{m'\uparrow}$ acting on a full spin-up shell gives zero for $m\neq m'$, because orbital $m$ is occupied, and the diagonal terms sum to $\operatorname{tr}o$. For the traceless operators $l_a$ and $v$ the full shell contributes nothing, so $\mathbf L$ and $V$ act through the two spin-down electrons alone.

The determinants with $M_L=m+m'\ge0$ are $(2,1)$ for $M_L=3$; $(2,0)$ for $M_L=2$; $(2,-1),(1,0)$ for $M_L=1$; $(2,-2),(1,-1)$ for $M_L=0$. One state each at $M_L=3,2$ and two each at $M_L=1,0$ means one multiplet $L=3$ and one multiplet $L=1$: the terms ${}^4F$ and ${}^4P$. ∎

**Lemma 2.** $E({}^4P)-E({}^4F)=15F_2-75F_4=15B$.

*Proof.* The multipole expansion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C^k_q(1)\,C^{k}_q(2)^*,\qquad C^k_q=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}.$$

With the real angular integrals $c^k(m,m')=\langle Y_{2m}|C^k_{m-m'}|Y_{2m'}\rangle$ and the radial integrals $F^k=\iint R_d^2(r_1)R_d^2(r_2)\,r_<^k r_>^{-k-1}r_1^2r_2^2\,dr_1dr_2$, a matrix element is $\langle ab|r_{12}^{-1}|cd\rangle=\delta_{a+b,c+d}\sum_k c^k(a,c)c^k(d,b)F^k$. Parity removes odd $k$, and a product of two d harmonics contains no $k>4$, so $k=0,2,4$.

The repulsion within the full spin-up shell is a constant. The repulsion between that shell and a spin-down electron has no exchange part and acts as a one-electron operator with elements $\sum_m\langle m\,b|r_{12}^{-1}|m\,d\rangle=\delta_{bd}\sum_kF^k c^k(b,b)\sum_m c^k(m,m)$. The values found below give $\sum_mc^k(m,m)=0$ for $k=2,4$, so this is also a constant. What remains is the repulsion of the two spin-down electrons, direct minus exchange:

$$E(m,m')=F^0+\sum_{k=2,4}\big[c^k(m,m)c^k(m',m')-c^k(m,m')^2\big]F^k .$$

Write $Y_{2m}=\Theta_m(u)e^{im\phi}/\sqrt{2\pi}$ with $u=\cos\vartheta$ and $s=\sqrt{1-u^2}$. Up to signs that drop out, $\Theta_{\pm2}=\sqrt{15/16}\,s^2$, $\Theta_{\pm1}=\sqrt{15/4}\,us$, $\Theta_0=\sqrt{5/8}\,(3u^2-1)$. All integrals follow from $\int_{-1}^1u^{2n}du=2/(2n+1)$.

The diagonal integrals are $c^k(m,m)=\int\Theta_m^2P_k\,du$ with $P_2=(3u^2-1)/2$ and $P_4=(35u^4-30u^2+3)/8$, so only the moments $\langle u^2\rangle$ and $\langle u^4\rangle$ of $\Theta_m^2$ are needed.

For $|m|=2$: $\langle u^2\rangle=\tfrac{15}8(\tfrac13-\tfrac25+\tfrac17)=\tfrac17$ and $\langle u^4\rangle=\tfrac{15}8(\tfrac15-\tfrac27+\tfrac19)=\tfrac1{21}$, so $c^2=-\tfrac27$ and $c^4=\tfrac1{21}$.

For $|m|=1$: $\langle u^2\rangle=\tfrac{15}2(\tfrac15-\tfrac17)=\tfrac37$ and $\langle u^4\rangle=\tfrac{15}2(\tfrac17-\tfrac19)=\tfrac5{21}$, so $c^2=\tfrac17$ and $c^4=-\tfrac4{21}$.

For $m=0$: $\langle u^2\rangle=\tfrac54(\tfrac97-\tfrac65+\tfrac13)=\tfrac{11}{21}$ and $\langle u^4\rangle=\tfrac54(1-\tfrac67+\tfrac15)=\tfrac37$, so $c^2=\tfrac27$ and $c^4=\tfrac6{21}$.

The sums over $m$ are $2(-2)+2(1)+2=0$ and $2(1)+2(-4)+6=0$, as used above.

For $q=|m-m'|>0$, $c^k(m,m')^2=\frac{(k-q)!}{(k+q)!}\big[\int\Theta_m\Theta_{m'}P_k^q\,du\big]^2$ with $P_k^q=s^q\,d^qP_k/du^q$. The functions needed are $P_2^1=3us$, $P_4^1=\tfrac52s(7u^3-3u)$, $P_2^3=0$, $P_4^3=105us^3$.

Pair $(2,1)$: $\Theta_2\Theta_1=\tfrac{15}8us^3$. With $\int u^2s^4du=\tfrac{16}{105}$ and $\int u^4s^4du=\tfrac{16}{315}$, the $k=2$ integral is $\tfrac{45}8\cdot\tfrac{16}{105}=\tfrac67$, and $(c^2)^2=\tfrac16\cdot\tfrac{36}{49}=\tfrac6{49}$. The $k=4$ integral is $\tfrac{75}{16}(\tfrac{7\cdot16}{315}-\tfrac{3\cdot16}{105})=-\tfrac{10}{21}$, and $(c^4)^2=\tfrac1{20}\cdot\tfrac{100}{441}=\tfrac5{441}$.

Pair $(2,-1)$: $q=3$, so $c^2=0$. With $\int u^2s^6du=2(\tfrac13-\tfrac35+\tfrac37-\tfrac19)=\tfrac{32}{315}$, the $k=4$ integral is $\tfrac{15}8\cdot105\cdot\tfrac{32}{315}=20$, and $(c^4)^2=\tfrac{400}{5040}=\tfrac{35}{441}$.

Pair $(1,0)$: $\Theta_1\Theta_0=\sqrt{75/32}\,us(3u^2-1)$. For $k=2$, $3\int(-3u^6+4u^4-u^2)du=\tfrac8{35}$, and $(c^2)^2=\tfrac16\cdot\tfrac{75}{32}\cdot\tfrac{64}{1225}=\tfrac1{49}$. For $k=4$, $\tfrac52\int(-21u^8+37u^6-19u^4+3u^2)du=\tfrac{16}{21}$, and $(c^4)^2=\tfrac1{20}\cdot\tfrac{75}{32}\cdot\tfrac{256}{441}=\tfrac{30}{441}$.

In reduced integrals, and without the common $F^0$,

$$E(2,1)=(-2-6)F_2+(-4-5)F_4=-8F_2-9F_4,$$
$$E(2,-1)=(-2-0)F_2+(-4-35)F_4=-2F_2-39F_4,$$
$$E(1,0)=(2-1)F_2+(-24-30)F_4=F_2-54F_4 .$$

The determinant $(2,1)$ is the only state with $M_L=3$, so $E_F=E(2,1)$. The $M_L=1$ block has the eigenvalues $E_F$ and $E_P$, and its trace is $E(2,-1)+E(1,0)=-F_2-93F_4$. Hence $E_P=7F_2-84F_4$ and $E_P-E_F=15F_2-75F_4=15B$. ∎

The parameter $C$ does not enter the energy differences among the quartets: $E_F=-8B-\tfrac75C$ and $E_P=7B-\tfrac75C$ contain it as a common shift. It positions the spin doublets and so decides where (A2) holds. From here on the energy of ${}^4F$ is the zero.

**Lemma 3.** On the whole quartet space, with projector $P_4$, $P_4H_{SO}P_4=\lambda\,\mathbf L\cdot\mathbf S$ with $\lambda=-\zeta/3$.

*Proof.* Define $W_{ab}=\sum_i l_{i,a}s_{i,b}$, so that $H_{SO}=\zeta\sum_aW_{aa}$. For fixed $a$ the three operators $W_{ab}$ form a vector under rotations of spin space. By the Wigner–Eckart theorem in spin space, their elements between quartet states with orbital labels $\gamma,\gamma'$ are proportional to those of $\mathbf S$, with one factor for all $b$:

$$\langle\gamma M|W_{ab}|\gamma'M'\rangle=(O_a)_{\gamma\gamma'}\langle M|S_b|M'\rangle .$$

The factor is fixed by the case $b=z$, $M=M'=3/2$. There $W_{az}=\tfrac12(L_a^\uparrow-L_a^\downarrow)$. By Lemma 1, $L_a^\uparrow$ gives zero and $L_a^\downarrow=L_a$, so the left side is $-\tfrac12(L_a)_{\gamma\gamma'}$ and the right side is $\tfrac32(O_a)_{\gamma\gamma'}$. Thus $O_a=-L_a/3$, and summing $W_{aa}$ gives $-\tfrac13\mathbf L\cdot\mathbf S$. ∎

*Remark.* The negative sign arises because the orbital momentum is carried by the electrons whose spin is opposite to the total spin. The lemma says more than the rule for a single term. The same $\lambda$ holds in ${}^4F$ and ${}^4P$, and since $\mathbf L$ commutes with $\mathbf L^2$ there is no spin-orbit element between them. In any mixture of the two terms the orbital operator in the spin-orbit coupling is the same $\mathbf L$ as in the Zeeman term, so one factor $\alpha$ serves for both.

## The octahedral field

The characters of O that are needed are the following, for the classes of rotations through 0, 120°, 180° about a fourfold axis, 90°, and 180° about a twofold axis.

| | $E$ | $8C_3$ | $3C_2$ | $6C_4$ | $6C_2'$ |
|---|---|---|---|---|---|
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |

The vector $(x,y,z)$ spans $T_1$, the $t_2$ orbitals span $T_2$ and the $e$ orbitals span $E$.

The quartet states have been reduced to the terms ${}^4F$ and ${}^4P$, separated by $15B$, with spin-orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$ on the whole quartet space. What remains is to find how the octahedral field splits and mixes these terms, and from that to prove the theorem's statements on $\alpha$, the level order and $g$.
